# The Heisenberg chain as a five-state automaton, with exponentially decaying couplings

An open chain has $N$ sites, each carrying a spin $s\ge\tfrac12$ with operators $S_i^a$, $a=x,y,z$, in units $\hbar=1$. A matrix product operator (MPO) writes an operator on the chain as a product of matrices whose entries are operators on single sites. Multiplying two such matrices means

$$(W^{[1]}W^{[2]})_{\alpha\beta}=\sum_\gamma W^{[1]}_{\alpha\gamma}\otimes W^{[2]}_{\gamma\beta},$$

where the superscript names the site on which the entries act. The number of values taken by the summed index $\gamma$ is the bond dimension. Operators on different sites commute, so the tensor sign is dropped below wherever site labels are shown.

## Part (a): nearest neighbours

**Question.** Consider

$$H_{\rm nn}=J\sum_{i=1}^{N-1}\mathbf S_i\cdot\mathbf S_{i+1}-h\sum_{i=1}^N S_i^z .$$

Regard the matrix index as the state of a machine that reads the chain from left to right and places one operator on each site. Find a five-state machine that produces every term of $H_{\rm nn}$ once, and write down its matrix $W$.

**Model answer.** At any bond, the machine must remember enough about the sites to its left to finish the current term correctly. Five states suffice:

- State 1: only identities have been placed so far.
- States 2, 3, 4: an $S^x$, $S^y$ or $S^z$ has been placed and awaits its partner.
- State 5: the term is complete, and only identities may follow.

Let the row be the state before a site and the column the state after it. The entry is the operator placed on that site during the transition, and a forbidden transition has entry zero. This gives

$$W=\begin{pmatrix}
1&S^x&S^y&S^z&-hS^z\\
0&0&0&0&JS^x\\
0&0&0&0&JS^y\\
0&0&0&0&JS^z\\
0&0&0&0&1
\end{pmatrix}.$$

The machine starts in state 1 and must end in state 5, so the operator it produces is

$$(W^{[1]}\cdots W^{[N]})_{15}=\sum_{\alpha_1,\dots,\alpha_{N-1}}W^{[1]}_{1\alpha_1}W^{[2]}_{\alpha_1\alpha_2}\cdots W^{[N]}_{\alpha_{N-1}5}.$$

Each nonzero summand is one allowed path. State 1 cannot be re-entered once left, and state 5 cannot be left, so there are two kinds of path.

1. The machine jumps from 1 to 5 at site $i$. All other sites receive identities, and the term is $-hS_i^z$.
2. The machine opens component $a$ at site $i$. The only nonzero entry in the row of the open state leads to state 5, so it must close at site $i+1$. The term is $S_i^a\,JS_{i+1}^a$.

Summing over $i$ and $a$ gives $H_{\rm nn}$. The factor $J$ sits on the closing entry alone; placing it on the opening entry as well would give $J^2$. In practice the first matrix is replaced by its first row and the last by its fifth column, since nothing else contributes.

## Part (b): exponentially decaying couplings

**Question.** Replace the exchange term by one that acts between all pairs,

$$H=J\sum_{i<j}\lambda^{\,j-i-1}\,\mathbf S_i\cdot\mathbf S_j-h\sum_iS_i^z,\qquad 0^0=1 .$$

Change $W$ so that it generates $H$ with the same five states. Prove the result by following the first row of the partial product, and write out the case $N=3$.

**Model answer.** In part (a) an open term had to close on the next site. Now it must be able to wait, and every site it waits on must contribute a factor $\lambda$. The states needed for this are already present. Only the three diagonal entries of the open states change, from $0$ to $\lambda$ times the identity:

$$W=\begin{pmatrix}
1&S^x&S^y&S^z&-hS^z\\
0&\lambda&0&0&JS^x\\
0&0&\lambda&0&JS^y\\
0&0&0&\lambda&JS^z\\
0&0&0&0&1
\end{pmatrix}.$$

A path that opens at $i$ and closes at $j$ waits on the $j-i-1$ sites between them, which gives the required weight $J\lambda^{j-i-1}$.

For the proof, name the entries of the first row after $l$ sites:

$$(W^{[1]}\cdots W^{[l]})_{1\,\cdot}=(1,\;A_l^x,\;A_l^y,\;A_l^z,\;H_l).$$

For $l=0$ the product is the unit matrix, so $A_0^a=0$ and $H_0=0$. Multiplying the row for $l-1$ sites by $W^{[l]}$, column by column, gives

$$A_l^a=S_l^a+\lambda A_{l-1}^a,$$

$$H_l=H_{l-1}+J\sum_aA_{l-1}^aS_l^a-hS_l^z,$$

while the first entry stays equal to 1. The first recursion has the solution

$$A_l^a=\sum_{i=1}^{l}\lambda^{l-i}S_i^a .$$

This holds for $l=1$. If it holds for $l-1$, then $\lambda A_{l-1}^a=\sum_{i=1}^{l-1}\lambda^{l-i}S_i^a$, and adding $S_l^a$ supplies the term $i=l$. Inserting the solution in the second recursion gives

$$H_l-H_{l-1}=J\sum_{i=1}^{l-1}\lambda^{\,l-1-i}\,\mathbf S_i\cdot\mathbf S_l-hS_l^z .$$

Summing over $l=1,\dots,N$ telescopes the left side to $H_N$. With $l$ renamed $j$, the right side is $H$, so the corner entry $H_N$ equals $H$.

For three sites, the recursion gives $\mathbf A_2=\lambda\mathbf S_1+\mathbf S_2$, and therefore

$$H_3=J\,\mathbf S_1\cdot\mathbf S_2+J(\lambda\mathbf S_1+\mathbf S_2)\cdot\mathbf S_3-h(S_1^z+S_2^z+S_3^z).$$

The operator $\mathbf A_l$ is a running, exponentially weighted sum of the spins already passed. The next spin couples to this sum, so the machine need not remember where each earlier spin stood.

The number of paths shows how much the same matrix size now holds. If $J$, $h$ and $\lambda$ are nonzero, each of the $N(N-1)/2$ pairs contributes three paths and each site one. For $N=8$ this is $3\times28+8=92$, against $3\times7+8=29$ at $\lambda=0$.

The algebra holds for any number $\lambda$. The couplings decay for $0<|\lambda|<1$; a negative $\lambda$ makes their sign alternate with distance, and $\lambda=1$ couples all pairs equally. The open ends are an assumption of the construction: sites 1 and $N$ are coupled with the strength $J\lambda^{N-2}$ set by their distance along the chain, and not as neighbours on a closed ring.

## Part (c): can the dimension be lowered?

**Question.** Let $J\neq0$. Cut the chain between sites $l$ and $l+1$. Determine the smallest bond dimension that an exact MPO for $H$ can have at this cut, first with at least two sites on each side, then for $l=1$ with $N\ge3$.

**Model answer.** Multiplying out everything to the left and to the right of the cut turns any MPO of bond dimension $D$ into

$$H=\sum_{k=1}^{D}X_k\otimes Y_k .$$

The smallest number of terms in such a sum is the operator Schmidt rank, so $D$ cannot be less than this rank.

For a pair with $i\le l<j$ the coupling factorizes:

$$\lambda^{\,j-i-1}=\lambda^{\,l-i}\,\lambda^{\,j-l-1}.$$

Both exponents on the right are non-negative and add up to the one on the left. At $\lambda=0$ both sides vanish unless $i=l$ and $j=l+1$. With $A^a=A_l^a$ and $B^a=\sum_{j>l}\lambda^{j-l-1}S_j^a$,

$$H=H_L\otimes1+1\otimes H_R+J\sum_aA^a\otimes B^a,$$

where $H_L$ and $H_R$ contain the terms lying wholly on one side. These are five products, so the rank is at most five.

It is five if the left factors $\{1,A^x,A^y,A^z,H_L\}$ are linearly independent and so are the right factors. Suppose

$$c_0\,1+\sum_ac_aA^a+c_5H_L=0 .$$

On one site, $1,S^x,S^y,S^z$ are mutually orthogonal under the inner product $\mathrm{Tr}(P^\dagger Q)$, and hence so are their products over several sites.

- Take the inner product with $S_{l-1}^xS_l^x$, which exists because $l\ge2$. Only $H_L$ contains this operator, with coefficient $J\neq0$, so $c_5=0$.
- Take the inner product with $S_l^a$. It occurs in $A^a$ with coefficient 1, so $c_a=0$.
- What remains is $c_0\,1=0$, so $c_0=0$.

The right factors are treated in the same way, using sites $l+1$ and $l+2$.

Now call the left factors $u_m$ and the right factors $v_m$, with $J$ absorbed in the latter, so that $H=\sum_{m=1}^5u_m\otimes v_m$. Because the $u_m$ are independent, there are linear functionals $f_m$ with $f_m(u_k)=\delta_{mk}$. Applying $f_m$ to the left side of the cut in $H=\sum_{k=1}^DX_k\otimes Y_k$ gives

$$v_m=\sum_{k=1}^{D}f_m(X_k)\,Y_k .$$

Five independent operators thus lie in the span of $D$ operators, which requires $D\ge5$. The matrix of part (b) attains this bound.

For $l=1$ the left block has no pair term. There $H_L=-hS_1^z$ and $A^a=S_1^a$, so two products combine:

$$H=1\otimes H_R+J S_1^x\otimes B^x+J S_1^y\otimes B^y+S_1^z\otimes(JB^z-h).$$

The four left factors are independent. The four right factors are independent too, because $H_R$ alone has a two-body part and the other three contain different components of $S_2^a$. The rank is four, and by reflection the same holds at the other end. The value four is attained: take the first matrix as the row $(1,S^x,S^y,S^z)$, and in the second matrix add $-h$ times row 5 to row 4 and drop row 5. The uniform matrix therefore carries one redundant state at each end cut. Singular value decomposition of the eight-site spin-$\tfrac12$ Hamiltonian gives ranks $4,5,5,5,5,5,4$ at its seven cuts, both for $\lambda=0$ and for $\lambda=0.5$.

These are statements about exact representations. An approximate MPO may be smaller.

## Part (d): which couplings are cheap?

**Question.** Let the coupling be a general function $J(r)$ of distance $r=j-i$. Express the Schmidt rank through the matrix $C_{ij}=J(j-i)$ with $i\le l<j$, assuming that both blocks contain pair terms. Apply the result to the middle cut of eight sites for (i) $J(r)=0.5^{\,r-1}$ set to zero beyond $r=2$, (ii) $J(r)=0.5^{\,r-1}+0.2^{\,r-1}$, (iii) $J(r)=1/r^2$.

**Model answer.** If $C$ has rank $\rho$, it can be written as $C_{ij}=\sum_{k=1}^{\rho}p_k(i)\,q_k(j)$ with independent vectors $p_k$ and independent vectors $q_k$. Define $P_k^a=\sum_{i\le l}p_k(i)S_i^a$ and $Q_k^a=\sum_{j>l}q_k(j)S_j^a$. Then

$$H=H_L\otimes1+1\otimes H_R+\sum_{k=1}^{\rho}\sum_aP_k^a\otimes Q_k^a .$$

The $3\rho$ one-body operators on each side are independent because the vectors are. The identity and the block Hamiltonian are independent of them by the orthogonality used in part (c). Hence

$$\text{rank}=2+3\rho .$$

A single exponential has $\rho=1$, which is why its dimension equals that of the nearest-neighbour chain. The relevant property is the rank of the crossing couplings, and their range alone does not determine it.

(i) The nonzero crossing couplings are $C_{45}=1$ and $C_{35}=C_{46}=0.5$. The block with rows $3,4$ and columns $5,6$ is

$$\begin{pmatrix}0.5&0\\1&0.5\end{pmatrix},\qquad \det=0.25,$$

so $\rho=2$ and the rank is 8. Truncating the exponential shortens the range but raises the cost from 5 to 8, because the machine must now know whether it has already waited one site.

(ii) Each exponential contributes one product of vectors, so $\rho\le2$. On the two sites nearest the cut, the left vectors have components $(1,0.5)$ and $(1,0.2)$, which are not parallel. The same holds on the right. Thus $\rho=2$ and the rank is again 8. The corresponding machine has one set of three waiting states for each exponential.

(iii) Number the sites outward from the cut by $m=l-i+1$ and $n=j-l$, so that $r=m+n-1$. Integration by parts gives

$$\int_0^1x^{r-1}(-\ln x)\,dx=\frac1r\int_0^1x^{r-1}dx=\frac1{r^2},$$

since the boundary term $-x^r\ln x/r$ vanishes at both limits. For any real vector $u\neq0$ and blocks of equal length,

$$\sum_{m,n}\frac{u_mu_n}{(m+n-1)^2}=\int_0^1(-\ln x)\Big(\sum_mu_mx^{m-1}\Big)^2dx>0 ,$$

because a nonzero polynomial vanishes at only finitely many points. The matrix is positive definite and has full rank. With four sites on each side $\rho=4$, and the Schmidt rank is $2+12=14$. At the middle cut of an even chain with $N\ge4$ it is $2+3N/2$, which grows without limit. An inverse-square law therefore has no exact MPO whose dimension is independent of $N$.

## Part (e): energies of two product states

**Question.** Take $s=\tfrac12$, $N=8$, $J=1$, $\lambda=0.5$ and $h=0.2$, with energies in units of $J$. Use $W$ to find the energy of the state with all spins up. Confirm it by a closed formula, and find the energy of the Néel state $\uparrow\downarrow\uparrow\downarrow\cdots$.

**Model answer.** In a product state the expectation value of a product of operators on different sites is the product of their expectation values. Every entry of $W$ may therefore be replaced by a number. For spin up, $\langle S^x\rangle=\langle S^y\rangle=0$ and $\langle S^z\rangle=\tfrac12$. Writing $a_l=\langle A_l^z\rangle$ and $e_l=\langle H_l\rangle$, the recursions of part (b) become

$$a_l=0.5\,a_{l-1}+0.5,\qquad e_l=e_{l-1}+0.5\,a_{l-1}-0.1,$$

with $a_0=e_0=0$. The first steps are $e_1=-0.1$, then $e_2=-0.1+0.25-0.1=0.05$, then $e_3=0.05+0.375-0.1=0.325$. Continuing to the end:

| $l$ | $a_l$ | $e_l$ |
|---|---|---|
| 1 | 0.5000 | −0.1000 |
| 2 | 0.7500 | 0.0500 |
| 3 | 0.8750 | 0.3250 |
| 4 | 0.9375 | 0.6625 |
| 5 | 0.9688 | 1.0313 |
| 6 | 0.9844 | 1.4156 |
| 7 | 0.9922 | 1.8078 |
| 8 | 0.9961 | 2.2039 |

The energy is $2.2039\,J$.

For the closed formula, note that $N-r$ pairs lie at distance $r$ and define

$$F_N(\lambda)=\sum_{r=1}^{N-1}(N-r)\lambda^{r-1}.$$

Multiply by $1-\lambda$ and shift the summation index in the subtracted sum:

$$(1-\lambda)F_N=\sum_{r=1}^{N-1}(N-r)\lambda^{r-1}-\sum_{r=2}^{N}(N-r+1)\lambda^{r-1}.$$

The term $r=1$ leaves $N-1$, and each power from $\lambda^1$ to $\lambda^{N-1}$ is left with coefficient $-1$. Thus, for $\lambda\neq1$,

$$(1-\lambda)F_N=N-\sum_{k=0}^{N-1}\lambda^k=N-\frac{1-\lambda^N}{1-\lambda},$$

$$F_N(\lambda)=\frac{N(1-\lambda)-1+\lambda^N}{(1-\lambda)^2}.$$

In the polarized state each pair has $\langle\mathbf S_i\cdot\mathbf S_j\rangle=\tfrac14$, so

$$E_\uparrow=\frac J4F_N(\lambda)-\frac{hN}2 .$$

Here $F_8(0.5)=(4-1+0.0039)/0.25=12.0156$, and $E_\uparrow=3.0039-0.8=2.2039$, in agreement with the table.

In the Néel state $\langle\mathbf S_i\cdot\mathbf S_j\rangle=(-1)^r/4$, and the field terms cancel because $N$ is even. Using $(-1)^r\lambda^{r-1}=-(-\lambda)^{r-1}$,

$$E_{\text{Néel}}=-\frac J4F_N(-\lambda).$$

With $F_8(-0.5)=(12-1+0.0039)/2.25=4.8906$, the energy is $-1.2227\,J$. At $\lambda=0$ it would be $-7/4=-1.75\,J$. The longer-range couplings raise it by $0.527\,J$ in total: spins an even distance apart are parallel, which costs energy for $J,\lambda>0$, and the second-neighbour cost is the largest of the added contributions.

For $|\lambda|<1$, $F_N/N\to1/(1-\lambda)$ at large $N$, so these energies have a finite value per site for long chains: each is a term linear in $N$ plus a bounded correction from the ends. At $\lambda=1$ the sum is $N(N-1)/2$, and the polarized energy grows as $N^2$. The MPO remains exact there, but the model no longer has a finite energy per site in that state.

## Part (f): what the ground-state energies imply

**Question.** For the chain of part (e), diagonalization of the MPO gives ground-state energies $E(0)=-3.3749\,J$ for $\lambda=0$ and $E(0.5)=-3.0481\,J$ for $\lambda=0.5$. What can be concluded about the added couplings in the nearest-neighbour ground state?

**Model answer.** Write $H(0.5)=H(0)+V$, where $V$ contains all couplings with $r\ge2$. Let $|g_0\rangle$ be the normalized ground state of $H(0)$. Used as a trial state for $H(0.5)$, it gives

$$E(0.5)\le\langle g_0|H(0)+V|g_0\rangle=E(0)+\langle g_0|V|g_0\rangle .$$

Therefore

$$\langle g_0|V|g_0\rangle\ge E(0.5)-E(0)=0.3268\,J .$$

The added couplings have a positive expectation value in the nearest-neighbour ground state: taken together, they oppose its correlations, as they do those of the Néel state. The number is a lower bound on that expectation value. The field does not affect the comparison, since both ground states are found to have total $S^z=0$.

The numerical check compares the MPO with Hamiltonians assembled term by term, for spins $\tfrac12$ and 1 and for several values of $\lambda$, including a negative one.

## Computed results

```
sites N = 8, J = 1.0, lambda = 0.5, h = 0.2 (units of J)
largest matrix-element error, six test chains: 8.9e-16
three-site corner entry: J*lam*x1*x3 + J*lam*y1*y3 + J*lam*z1*z3 + J*x1*x2 + J*x2*x3 + J*y1*y2 + J*y2*y3 + J*z1*z2 + J*z2*z3 - h*z1 - h*z2 - h*z3
paths from start to finish, lambda = 0.0: 29
paths from start to finish, lambda = 0.5: 92
ground energy, lambda = 0.0: -3.374933 J
gap to next level, lambda = 0.0: 0.192692 J
ground-state total S^z, lambda = 0.0: 0.0000
Schmidt ranks at cuts 1..7, lambda = 0.0: [4, 5, 5, 5, 5, 5, 4]
ground energy, lambda = 0.5: -3.048145 J
gap to next level, lambda = 0.5: 0.305223 J
ground-state total S^z, lambda = 0.5: -0.0000
Schmidt ranks at cuts 1..7, lambda = 0.5: [4, 5, 5, 5, 5, 5, 4]
middle cut, single exponential: block rank 1, MPO rank 5
middle cut, exponential cut after r = 2: block rank 2, MPO rank 8
middle cut, two exponentials (0.5, 0.2): block rank 2, MPO rank 8
middle cut, inverse square: block rank 4, MPO rank 14
polarized state, row vector after each site: 1, A^z, energy/J
  site 1: 1, 0.500000, -0.100000
  site 2: 1, 0.750000, 0.050000
  site 3: 1, 0.875000, 0.325000
  site 4: 1, 0.937500, 0.662500
  site 5: 1, 0.968750, 1.031250
  site 6: 1, 0.984375, 1.415625
  site 7: 1, 0.992188, 1.807812
  site 8: 1, 0.996094, 2.203906
F_N(0.5) = 12.015625
F_N(-0.5) = 4.890625
polarized-state energy: 2.203906 J
Neel-state energy: -1.222656 J
```
